\section*{Does electrolyte resistance inside a submicrometre trench steer copper growth?}

\section{The argument under review}

The argument concerns copper plated into a narrow trench from an acid copper sulfate bath containing additives. It has three steps.
\begin{enumerate}
\item The resistance of a conducting path is its length divided by conductivity and cross-section. A trench is narrow, so the liquid in it has a high resistance.
\item The voltage lost in this resistance therefore decides where copper grows.
\item Bottom-up filling, in which the trench floor rises faster than the side walls close in, is therefore obtained by adjusting the bath conductivity.
\end{enumerate}
The formula in the first step is sound, but narrowness alone does not make the resistance high. Between mouth and bottom, a given length of trench has a resistance set by the ratio of depth to width, so shrinking both together leaves it unchanged. The second step does not follow either, because a voltage is a resistance times a current, and a small trench also collects a small current. Two questions must be answered before the third step can be judged: how large is the voltage drop compared with the voltage that changes the plating rate, and which end of the trench does it favour?

I take a long trench of width $w=200$ nm and depth $h=400$ nm, plated at $i=10$ mA/cm$^2$ at 298.15 K. The bath conductivity is $\kappa=0.5$ S/cm, a rough value for a high-acid bath.

\section{The resistive drop}

Let $z$ run from the mouth, $z=0$, to the bottom, $z=h$. The copper is the cathode, so positive current flows from the liquid into the metal. Let the side walls receive current density $i_s$ and the bottom $i_b$, each uniform. All current that enters the metal below depth $z$ must first cross the liquid at $z$. Per unit length of trench this current is
\begin{equation}
I(z)=i_b w+2i_s(h-z),
\end{equation}
where the factor 2 counts the two side walls. Let $\phi$ be the potential of the liquid averaged over the width. Ohm's law gives
\begin{equation}
I(z)=-\kappa w\frac{d\phi}{dz}.
\end{equation}
The minus sign matters: since $I(z)>0$, the potential falls towards the bottom. The drop $\Delta V=\phi(0)-\phi(h)$ is
\begin{align}
\Delta V&=\frac{1}{\kappa w}\int_0^h\left[i_bw+2i_s(h-z)\right]dz
=\frac{i_bwh+i_sh^2}{\kappa w}=\frac{G}{\kappa},\\
G&=i_bh+\frac{i_sh^2}{w}.
\end{align}
For equal current densities, $i_b=i_s=i$,
\begin{equation}
\Delta V=\frac{ih}{\kappa}\left(1+\frac hw\right).
\label{eq:drop}
\end{equation}
The first term comes from current bound for the bottom, the second from current bound for the walls. For a fixed shape $h/w$ the drop is proportional to $h$: shrinking a trench reduces it.

With lengths in centimetres,
\begin{equation}
\Delta V=\frac{(0.010)(4\times10^{-5})}{0.5}(1+2)\ \text{V}
=2.4\ \mu\text{V}.
\end{equation}
A two-dimensional solution of Laplace's equation with uniform wall current also gives 2.4 $\mu$V.

\section{Comparison with the thermal voltage}

The scale for comparison comes from the electrode kinetics. I use the Tafel law
\begin{equation}
i\propto c\,\exp\left[\frac{\alpha(\phi-\phi_m)}{V_T}\right],
\qquad V_T=\frac{RT}{F}=25.69\ \text{mV},
\label{eq:tafel}
\end{equation}
where $c$ is the Cu$^{2+}$ concentration at the surface, $\phi_m$ is the metal potential, taken as uniform over the trench, and $\alpha=0.5$. The reverse reaction is neglected, which requires the current density to be well above the exchange current density, as on a surface inhibited by additives. Closer to equilibrium the rate responds more strongly to a given voltage, and the percentages below would be larger, with the same sign. The ratio of the drop to the thermal voltage is
\begin{equation}
\frac{\Delta V}{V_T}=9.3\times10^{-5},
\end{equation}
so the thermal voltage is about $10\,700$ times larger.

At equal $c$ and equal surface condition, the bottom rate divided by the mouth rate is $\exp(-\alpha\Delta V/V_T)$. Since the exponent is small, $e^{-x}\simeq1-x$, and the fractional slowing of the bottom is
\begin{equation}
\frac{\alpha\Delta V}{V_T}=0.5\times9.3\times10^{-5}
=4.7\times10^{-5}=0.0047\%.
\end{equation}
This estimate assumed uniform current when finding the drop. A two-dimensional solution in which every wall element obeys the Tafel law removes that assumption and again gives 0.0047\%. In it the wall current decreases steadily from mouth to bottom. The resistive effect is thus tiny and has the wrong sign for the argument: it slows the bottom.

The conclusion depends on the conductivity. If the conductivity is lowered to $10^{-5}$ S/cm, with the mouth potential and the kinetics held fixed, the same Tafel calculation gives a bottom current density 0.37 times that at the mouth. Resistance then matters a great deal, and it still opposes bottom-up growth. This is a limiting case of the equations, not a usable bath: a copper sulfate solution with so low a conductivity would hold too little copper to sustain this current.

There is also a length on which resistance matters in the normal bath. For current $i$ crossing a uniform layer of thickness $L$, the drop is $iL/\kappa$. It equals $V_T$ when
\begin{equation}
L=\frac{\kappa V_T}{i}=\frac{0.5\times0.02569}{0.010}\ \text{cm}
=1.3\ \text{cm}.
\end{equation}
Paths through a plating cell that differ by centimetres can therefore carry noticeably different currents. Intuition formed on the cell cannot be carried over to a path of 400 nm.

\section{An electrical term missing from Ohm's law}

In the high-acid bath, Eq.~\eqref{eq:drop} needs a correction that is larger than itself. Copper is consumed at the walls, so its concentration falls with depth. Diffusion of ions then creates an additional electric field, which must be included before the electrical effect is called small.

Take the ions to be Cu$^{2+}$, H$^+$ and HSO$_4^-$, with concentrations $c$, $c_H$ and $c_A$. Treating all sulfate as HSO$_4^-$ is a simplification. Write $\psi=\phi/V_T$ and let primes denote $d/dz$. In dilute-solution transport theory, the flux of an ion of charge number $q$ and concentration $c_q$ is $-D_q(c_q'+qc_q\psi')$. In the steady state H$^+$ and HSO$_4^-$ are not consumed and have no net flux, hence
\begin{equation}
c_H'=-c_H\psi',\qquad c_A'=c_A\psi'.
\end{equation}
Neutrality, $2c+c_H-c_A=0$, differentiated once, gives
\begin{equation}
2c'=c_A'-c_H'=(c_A+c_H)\psi'
\quad\Rightarrow\quad
\psi'=\frac{2c'}{c_H+c_A}.
\label{eq:psi}
\end{equation}
The copper flux towards the bottom is then
\begin{equation}
N=-D(c'+2c\psi')=-DMc',\qquad
M=1+\frac{4c}{c_H+c_A}.
\end{equation}
Each copper ion delivers two electronic charges, so $N=I(z)/(2Fw)$. The changes in concentration will turn out to be small, so $M$ may be held constant. Integrating over depth, with $\int_0^hI\,dz/w=G$, gives the depletion and the total potential difference between mouth and bottom:
\begin{equation}
\Delta c=\frac{G}{2FDM},\qquad
\Delta\phi=V_T\frac{2\Delta c}{c_H+c_A}.
\label{eq:depletion}
\end{equation}

For rough bath values $c=0.25$, $c_H=1.55$ and $c_A=2.05$ mol/L, $M=1+1/3.6=1.278$. With $D=5\times10^{-6}$ cm$^2$/s and $G=1.2\times10^{-6}$ A/cm,
\begin{align}
\Delta c&=0.97\ \text{mmol/L}=0.39\%\ \text{of }c,\\
\Delta\phi&=25.69\ \text{mV}\times\frac{2\times0.97}{3600}
=14\ \mu\text{V}.
\end{align}
Numerical integration of the three transport equations without the small-change approximation agrees with both results to within 1\%.

The 14 $\mu$V is the whole electric potential difference in this three-ion model. It is sensitive to the treatment of sulfate: if 15 to 30\% of the sulfate is present as SO$_4^{2-}$ in equilibrium with HSO$_4^-$, it falls to roughly 11 to 9 $\mu$V. The value 14 $\mu$V is used below. Of it, 2.4 $\mu$V is attributed to resistance and the rest to diffusion; the division is rough because $\kappa$ and $D$ are separate rough inputs. The total is still far below $V_T$, and it too slows the bottom. Expanding Eq.~\eqref{eq:tafel} to first order, the combined loss of rate is
\begin{equation}
\frac{\Delta c}{c}+\frac{\alpha\Delta\phi}{V_T}
=0.389\%+0.027\%=0.42\%.
\end{equation}
Copper depletion is therefore the main transport effect inside this trench, and it is also small. Here $c$ is the concentration at the mouth. In the unstirred liquid outside, copper can fall much further: with the same $D$ and $M$, a flat surface at this current density lowers it by about 16\% of 0.25 mol/L across a layer 50 $\mu$m thick. That loss is shared by the mouth and the bottom, so it does not decide which of them grows faster. The steady-state treatment is reasonable because the diffusion time $h^2/D$ is 0.32 ms, while filling will be found to take about 25 s.

\section{A mechanism of sufficient size}

Something must make the bottom grow faster than the walls. An adsorbed accelerator can do this. Suppose it stays on the growing surface, and let $\theta$ be the fraction of the surface it covers. The local growth speed is taken as
\begin{equation}
v=v_0+(v_1-v_0)\theta .
\end{equation}
A flat wall moving parallel to itself keeps its area, so its coverage stays at the initial value $\theta_w$. The bottom differs: as it rises it covers lower parts of both walls and collects their accelerator.

Let the bottom have risen by $y$ and each wall advanced by $s$. Per unit length of trench, the bottom began with accelerator $\theta_ww$ and has gathered $2\theta_wy$ from the walls. This amount now sits on a width $w-2s$, so
\begin{equation}
\theta_b=\theta_w\frac{w+2y}{w-2s}.
\end{equation}
The bottom is enriched both by gathering and by narrowing. The assumptions are that no accelerator is adsorbed, lost or buried meanwhile, that the accelerator gathered at the corners spreads evenly over the bottom and not onto the walls, that corners stay square, and that the coverage cannot exceed one. Even spreading is an idealisation. Without it the corners are enriched first and the centre of the bottom at first rises only as fast as the walls advance, so the formulas below do not then describe the early shape.

To find the shape, define
\begin{equation}
u=\frac{w+2y}{w},\quad \omega=\frac{w-2s}{w},\quad
v_w=v_0+(v_1-v_0)\theta_w,\quad
B=\frac{(v_1-v_0)\theta_w}{v_w}.
\end{equation}
Then $v_0/v_w=1-B$ and $\theta_b=\theta_wu/\omega$. Because $dy/ds$ is the ratio of bottom speed to wall speed,
\begin{equation}
\frac{dy}{ds}=\frac{v_0+(v_1-v_0)\theta_b}{v_w}
=(1-B)+B\frac u\omega .
\end{equation}
From $du=2\,dy/w$ and $d\omega=-2\,ds/w$ follows $du/d\omega=-dy/ds$. Multiplying by $\omega^B$ collects the terms in $u$ into one derivative:
\begin{equation}
\frac{d}{d\omega}\left(u\omega^B\right)=-(1-B)\omega^B .
\end{equation}
At the start $u=\omega=1$. Integration from there gives
\begin{align}
u\omega^B&=1+\frac{1-B}{1+B}\left(1-\omega^{1+B}\right)
=\frac{2-(1-B)\omega^{1+B}}{1+B},\\
u&=\frac{2\omega^{-B}-(1-B)\omega}{1+B}.
\label{eq:shape}
\end{align}
This holds until $\theta_b=1$; afterwards the bottom grows at $v_1$. Accelerator gathered beyond full coverage is then assumed to be lost or buried without further effect.

If accelerator has no effect, $v_1=v_0$ and $B=0$. Equation~\eqref{eq:shape} becomes $u=2-\omega$, which is $y=s$. The walls meet at $s=w/2$, when the bottom has risen 100 nm, a quarter of the depth. Equal growth speeds cannot fill this trench from below.

Now take the round model values $\theta_w=0.05$ and $v_1/v_0=40$. Then
\begin{equation}
\frac{v_w}{v_0}=1+39\times0.05=2.95,\qquad
B=\frac{1.95}{2.95}=0.661,\qquad
\frac{v_1}{v_w}=\frac{40}{2.95}=13.56 .
\end{equation}
Solving $\theta_wu/\omega=1$ with Eq.~\eqref{eq:shape} shows that the bottom is fully covered when it has risen 266.2 nm and the gap between the walls is 36.6 nm. The remaining 133.8 nm of rise takes $133.8/13.56=9.87$ nm of advance by each wall. The gap is then $36.6-2\times9.87=16.9$ nm, still open as the bottom reaches the original mouth level. A step-by-step count of the accelerator gives the same gap.

The outer surface has meanwhile risen too, so an open groove remains above the original mouth, between the deposits outside the trench. The transport estimates below treat it as a straight-sided slit; uniform growth around the outer corners would make it widen towards the top. A wall current of 10 mA/cm$^2$ corresponds to 3.675 nm/s, and filling takes 24.9 s.

\section{The two mechanisms side by side}

To imitate the speed ratio 13.56 by potential alone, the liquid at the bottom would have to be more positive than at the walls by
\begin{equation}
\frac{V_T}{\alpha}\ln13.56=134\ \text{mV}.
\end{equation}
The resistive drop has the opposite sign. It also stays small as the trench narrows and the bottom current rises: during the calculated filling its peak is 8.4 $\mu$V. The total potential difference peaks at 49 $\mu$V and the copper depletion at 1.4\%.

A more direct comparison repeats the filling calculation with the bottom slowed by transport, while the wall speed and the accelerator rule are held fixed. Resistance alone changes the final 16.9 nm gap by $-0.009$ nm. Depletion and the total potential together change it by $-0.8$ nm, about 5\% of the gap. The trench fills in both cases. Removing the accelerator's effect on speed, by contrast, leaves the bottom at 100 nm when the walls meet. Within this model, the pattern of growth is set by the surface coverage.

\section{Other effects, and real trenches}

\paragraph{Current gathering outside the mouth.} An isolated trench draws an extra current $2ih$ per unit length compared with a flat surface. At distance $r$ this current crosses a half-cylinder of area $\pi r$ per unit length, so its field is $2ih/(\pi\kappa r)$. Integrating from $x$ to an outer distance $R$ gives a logarithm, $\ln(R/x)$. Spreading the current evenly over the mouth and evaluating the potential at its centre gives
\begin{equation}
\Delta V_{\rm out}=\frac{2ih}{\pi\kappa}\,\frac2w\int_0^{w/2}\ln\frac Rx\,dx
=\frac{2ih}{\pi\kappa}\left[\ln\frac{2R}{w}+1\right].
\end{equation}
For $R=100$ $\mu$m this is 4.0 $\mu$V, comparable with the drop inside and equally harmless. In a dense array the currents of neighbouring trenches add, and this isolated-trench estimate does not apply.

\paragraph{Surface energy.} If the bottom is rounded to a concave half-cylinder of radius $r$, adding a volume $dV$ of copper removes surface area $dV/r$. With interfacial energy $\gamma$ and molar volume $V_m$, the energy gained per mole is $\gamma V_m/r$, equivalent to a voltage $\gamma V_m/(2Fr)$. For a rough $\gamma=1.5$ J/m$^2$ and $r=100$ nm this is 0.55 mV. It favours the bottom and is over two hundred times the resistive drop. If a fraction $\alpha$ of it acts on the forward rate, the change is about 1\%. The shift grows as $1/r$: at a radius of 8 nm, near the end of filling, it is about 7 mV and worth more than 10\% in rate. That could alter the final gap, but it is far from a factor of 13.56.

\paragraph{Real baths and trenches.} The example is set in the regime of damascene copper wiring, with rough bath values. Low-acid baths also exist. At a rough 0.05 S/cm, the drop in the same trench is 24 $\mu$V. A harder case is a trench 50 nm wide and 900 nm deep in that bath, for which Eq.~\eqref{eq:drop} gives 342 $\mu$V, or 1.3\% of the thermal voltage. This is the resistive part alone, at the start of plating and with equal current densities; it grows as the gap narrows and the bottom speeds up. By Eq.~\eqref{eq:depletion}, having fewer inert ions raises the total potential difference for a given depletion. Bulk conductivity remains a fair description of the liquid, since the Debye length, the thickness of the charged layer at a wall, is estimated as about 0.2 nm for the high-acid bath. It grows only as the inverse square root of the ionic strength, so it stays far below 50 nm in the low-acid bath too. Any voltage drop in the metal itself, such as in a thin seed layer fed from the wafer edge, is not included in these estimates.

The filling model is less secure than the resistive estimate. It also has a limit in depth. With the values above, the bottom of the 200 nm trench can rise at most $13.56\times36.6/2=248$ nm after full coverage before the walls meet, or 514 nm in all. The model therefore fills a trench only if $h/w$ is below about 2.57, and with these values it would not fill the trench 50 nm wide and 900 nm deep. In real plating, accelerator also adsorbs from the bath and can be lost or buried, and other additives compete for the surface. The chosen coverage and speed ratio are not measured properties of a bath, and I have not estimated how far these processes would move the 16.9 nm gap. They affect the resistive drop through the currents and through the changing shape of the unfilled trench.

\section{Revision requested}

The second and third steps of the argument should be withdrawn for trenches, baths and currents like those calculated here. If conductivity is found to affect filling, the report should say what else changed. Adding acid, for example, alters ion concentrations and may alter adsorption, so a change in filling would not by itself identify resistance as the cause. Conductivity can also change the wall current through the centimetre-long paths of the cell. A convincing explanation by resistance inside the trench would have to hold the surface chemistry and the current density at the mouth fixed, and account for both the sign of the drop and its size. The numerical output gives the main values used here.

\section*{Table of computed values}
\begin{verbatim}
Temperature: 298.15 K
Wall current density: 10 mA/cm2
Trench width: 200 nm
Trench depth: 400 nm
High-acid conductivity (rough): 0.5 S/cm
Low-acid conductivity (rough): 0.05 S/cm
Transfer coefficient: 0.5
Copper diffusivity (rough): 5e-06 cm2/s
Cu2+ concentration: 0.25 mol/L
H+ concentration: 1.55 mol/L
HSO4- concentration: 2.05 mol/L
Thermal voltage: 25.69 mV
Resistive drop, formula: 2.4 uV
Resistive drop, 2D solution: 2.4 uV
Resistive drop / thermal voltage: 9.341e-05
Thermal voltage / resistive drop: 1.071e+04
Resistive slowing, formula: 0.004671 %
Resistive slowing, 2D Tafel: 0.00467 %
Bath length with drop equal to RT/F: 1.285 cm
Low-acid drop, same trench: 24 uV
Narrow test trench width: 50 nm
Narrow test trench depth: 900 nm
Narrow trench low-acid drop: 342 uV
Narrow trench drop / RT/F: 0.01331
Poor-electrolyte conductivity: 1e-05 S/cm
Poor-electrolyte bottom/mouth rate: 0.3717
Migration factor M: 1.278
Copper depletion: 0.9733 mmol/L
Copper depletion, relative: 0.3893 %
Total potential difference: 13.89 uV
Total transport rate loss: 0.4164 %
Initial accelerator coverage: 0.05
Full/zero coverage rate ratio: 40
Maximum bottom/wall rate ratio: 13.56
Voltage needed for that ratio: 134 mV
Accumulation exponent B: 0.661
Bottom rise at full coverage: 266.2 nm
Gap at full coverage: 36.62 nm
Gap when filled, formula: 16.87 nm
Gap when filled, bookkeeping: 16.87 nm
Gap change from resistance: -0.009197 nm
Gap change from all transport: -0.8252 nm
Bottom rise without contrast: 100 nm
Wall growth speed: 3.675 nm/s
Filling time: 24.91 s
Peak resistive drop during fill: 8.382 uV
Peak total potential during fill: 48.52 uV
Peak copper depletion during fill: 1.36 %
Outer spreading distance: 100 um
Spreading drop outside mouth: 4.027 uV
Interfacial energy (rough): 1.5 J/m2
Curved-bottom surface-energy shift: 0.5513 mV
Debye length estimate: 0.2 nm
Diffusion time h^2/D: 0.32 ms
\end{verbatim}
